# Cubic Rashba winding and electric-dipole spin resonance of heavy holes: verification in Python

```python
# Result under test: for a heavy hole in a circular parabolic dot with a
# perpendicular magnetic field, a cubic spin-orbit term of winding three,
#   i*three*(pi_+^3 s_- - pi_-^3 s_+),
# gives no electric-dipole matrix element between the two dressed spin states,
# while the cubic term of winding one,
#   i*one*(pi_+ pi_- pi_+ s_+ - pi_- pi_+ pi_- s_-),
# gives |<down|x|up>| = 2*one*<pi^2>*wz / (w0^2 + wc*wz - wz^2).
# Symbols (hbar = 1, hole charge +1): mass = in-plane mass, w0 = confinement,
# wc = cyclotron frequency B/mass, wz = E_up - E_down, pi = p - A (kinetic
# momentum), pi_+- = pi_x +- i pi_y, s_+- = spin raising and lowering.
# In the example energies are in eV and lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

SPIN_UP = np.array([1.0, 0.0])
SPIN_DOWN = np.array([0.0, 1.0])
SIGMA_Z = np.diag([1.0, -1.0])
RAISE = np.array([[0.0, 1.0], [0.0, 0.0]])
LOWER = RAISE.T


def orbital_operators(mass, wx, wy, wc, quartic=0.0, nmax=10):
    """Cartesian oscillator basis, all states with nx + ny <= nmax."""
    size = nmax + 5          # padding makes the operator products exact
    w_basis = np.sqrt((wx**2 + wy**2) / 2 + wc**2 / 4)
    lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    pos = (lower + lower.T) / np.sqrt(2 * mass * w_basis)
    mom = 1j * np.sqrt(mass * w_basis / 2) * (lower.T - lower)
    one = np.eye(size)
    x, y = np.kron(pos, one), np.kron(one, pos)
    px, py = np.kron(mom, one), np.kron(one, mom)
    b_field = mass * wc
    pix, piy = px + b_field * y / 2, py - b_field * x / 2
    plus, minus = pix + 1j * piy, pix - 1j * piy
    x2, y2 = x @ x, y @ y
    kinetic_sq = pix @ pix + piy @ piy
    r2 = x2 + y2
    h0 = (kinetic_sq / (2 * mass) + mass * (wx**2 * x2 + wy**2 * y2) / 2
          + quartic * r2 @ r2)
    full = dict(x=x, y=y, px=px, py=py, plus=plus, minus=minus, h0=h0,
                pi2=kinetic_sq, L=x @ py - y @ px,
                plus_minus=plus @ minus, minus_plus=minus @ plus,
                plus2=plus @ plus, plus3=plus @ plus @ plus,
                pmp=plus @ minus @ plus, mpm=minus @ plus @ minus)
    nx, ny = np.divmod(np.arange(size**2), size)
    keep = np.where(nx + ny <= nmax)[0]
    ops = {name: mat[np.ix_(keep, keep)] for name, mat in full.items()}
    ops["quanta"] = (nx + ny)[keep]
    return ops


def hamiltonian(ops, wz, one=0.0, three=0.0, mirror=0.0):
    unit = np.eye(len(ops["x"]))
    h = np.kron(ops["h0"], np.eye(2)) + wz / 2 * np.kron(unit, SIGMA_Z)
    half = (1j * one * np.kron(ops["pmp"], RAISE)
            + 1j * three * np.kron(ops["plus3"], LOWER)
            + mirror * np.kron(ops["mpm"], RAISE))
    return h + half + half.conj().T


def flip_dipole(mass, wx, wy, wc, wz, one=0.0, three=0.0, mirror=0.0,
                quartic=0.0, nmax=10):
    """|<down|x|up>| from the exact eigenvectors of the full Hamiltonian."""
    ops = orbital_operators(mass, wx, wy, wc, quartic, nmax)
    ground = np.linalg.eigh(ops["h0"])[1][:, 0]
    vectors = np.linalg.eigh(hamiltonian(ops, wz, one, three, mirror))[1]
    pick = []
    for spin in (SPIN_UP, SPIN_DOWN):
        overlap = abs(np.kron(ground, spin).conj() @ vectors)
        pick.append(vectors[:, np.argmax(overlap)])
    return abs(pick[1].conj() @ np.kron(ops["x"], np.eye(2)) @ pick[0])


def mean_pi2(mass, w0, wc):
    big = np.sqrt(w0**2 + wc**2 / 4)
    return mass * big * (1 + wc**2 / (4 * big**2))


def formula_one(one, mass, w0, wc, wz):
    return abs(2 * one * mean_pi2(mass, w0, wc) * wz
               / (w0**2 + wc * wz - wz**2))


def formula_cubic_rabi(three, field, w0, wc, w):
    d1, d2 = w0**2 + wc * w - w**2, w0**2 - wc * w - w**2
    return abs(3 * three * w**3 * field**3 / (4 * d1 * d2**2))


def formula_ellipse(three, mass, wx, wy, wz):
    return abs(3 * three * mass * (wx - wy) * wz / (2 * (wx**2 - wz**2)))


# ---- conserved quantities and the one-quantum part of each coupling ----
ops = orbital_operators(1.0, 1.0, 1.0, 0.7, nmax=8)
unit = np.eye(len(ops["x"]))


def commutator_size(h, spin_weight):
    j = np.kron(ops["L"], np.eye(2)) + spin_weight / 2 * np.kron(unit, SIGMA_Z)
    return np.max(abs(h @ j - j @ h))


h_one = hamiltonian(ops, 0.3, one=0.05)
h_three = hamiltonian(ops, 0.3, three=0.05)
assert commutator_size(h_three, 3) < 1e-10
assert commutator_size(h_one, -1) < 1e-10
assert commutator_size(h_one, 3) > 1e-2 and commutator_size(h_three, -1) > 1e-2

big = np.sqrt(1 + 0.7**2 / 4)
u, v = 1 - 0.35 / big, 1 + 0.35 / big
assert abs(ops["minus_plus"][0, 0] - big * u**2) < 1e-12
assert abs(ops["plus_minus"][0, 0] - big * v**2) < 1e-12
assert abs(ops["pi2"][0, 0] - mean_pi2(1.0, 1.0, 0.7)) < 1e-12
assert abs(ops["plus2"][0, 0]) < 1e-12
single = np.where(ops["quanta"] == 1)[0]
factor = 2 * ops["pi2"][0, 0]
assert np.allclose(ops["mpm"][single, 0], factor * ops["minus"][single, 0])
assert np.allclose(ops["mpm"][0, single], factor * ops["minus"][0, single])
assert np.max(abs(ops["plus3"][single, 0])) < 1e-12
assert np.max(abs(ops["plus3"][0, single])) < 1e-12

# ---- dipole between dressed states, weak coupling, several fields ----
weak = 1e-4
for wc, wz in ((0.7, 0.3), (0.7, -0.3), (0.2, 0.05), (0.7, 0.003)):
    exact = flip_dipole(1.0, 1.0, 1.0, wc, wz, one=weak)
    assert abs(exact / formula_one(weak, 1.0, 1.0, wc, wz) - 1) < 1e-3
    exact = flip_dipole(1.0, 1.0, 1.0, wc, wz, mirror=weak)
    assert abs(exact / formula_one(weak, 1.0, 1.0, -wc, wz) - 1) < 1e-3
test_exact = flip_dipole(1.0, 1.0, 1.0, 0.7, 0.3, one=weak)
test_formula = formula_one(weak, 1.0, 1.0, 0.7, 0.3)

# ---- winding three: zero beyond weak coupling and beyond the parabola ----
null_values, control_values = [], []
for quartic in (0.0, 0.1):
    null_values.append(flip_dipole(1, 1, 1, 0.7, 0.3, three=0.02,
                                   quartic=quartic, nmax=8))
    control_values.append(flip_dipole(1, 1, 1, 0.7, 0.3, one=0.02,
                                      quartic=quartic, nmax=8))
assert max(null_values) < 1e-11 and min(control_values) > 1e-3

# ---- winding three in an elliptical dot ----
ell_exact = flip_dipole(1.0, 1.1, 0.9, 0.0, 0.3, three=weak, nmax=14)
ell_formula = formula_ellipse(weak, 1.0, 1.1, 0.9, 0.3)
assert abs(ell_exact / ell_formula - 1) < 1e-3


# ---- time-dependent Schroedinger equation with the drive switched on ----
def driven_flip(field, one=0.0, three=0.0, w0=1.0, wc=0.3, w=0.5, periods=2):
    """Flip amplitude after whole periods, from the co-moving wave packet."""
    o = orbital_operators(1.0, w0, w0, wc, nmax=12)
    r1 = field / 2 / (w0**2 - w**2 + wc * w)
    r2 = field / 2 / (w0**2 - w**2 - wc * w)
    x_start = r1 + r2
    py_start = w * (r2 - r1) + wc * x_start / 2
    packet = expm(1j * (py_start * o["y"] - x_start * o["px"]))[:, 0]
    h_static = hamiltonian(o, w, one=one, three=three)
    x_full = np.kron(o["x"], np.eye(2))
    duration = periods * 2 * np.pi / w
    steps = 1600
    dt = duration / steps

    def rate(t, state):
        return -1j * (h_static @ state
                      - field * np.cos(w * t) * (x_full @ state))

    state = np.kron(packet, SPIN_UP).astype(complex)
    for n in range(steps):
        t = n * dt
        k1 = rate(t, state)
        k2 = rate(t + dt / 2, state + dt / 2 * k1)
        k3 = rate(t + dt / 2, state + dt / 2 * k2)
        k4 = rate(t + dt, state + dt * k3)
        state = state + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    amplitude = abs(np.kron(packet, SPIN_DOWN).conj() @ state)
    return 2 * amplitude / duration      # Rabi angular frequency


soc = 2e-4
rabi_one_num = driven_flip(0.01, one=soc)
rabi_one_for = 0.01 * formula_one(soc, 1.0, 1.0, 0.3, 0.5)
assert abs(rabi_one_num / rabi_one_for - 1) < 3e-3
cubic_ratio = []
for field in (0.25, 0.5):
    numeric = driven_flip(field, three=soc)
    cubic_ratio.append(numeric / formula_cubic_rabi(soc, field, 1.0, 0.3, 0.5))
assert max(abs(np.array(cubic_ratio) - 1)) < 3e-3

# ---- worked example: hole dot in a strained germanium well, rough values ----
mass_ratio, w0, b_tesla, g_perp = 0.055, 1.0e-3, 0.1, 12.0
one, three = 0.01, 0.1                   # eV nm^3
drive_v_cm = 50.0
temperature, hh_lh = 0.1, 0.07           # K, eV
delta = 0.05                             # wx, wy = w0 (1 +- delta)

mass = mass_ratio / (const.hbar**2 / const.m_e / const.e * 1e18)
wc = const.hbar * b_tesla / (mass_ratio * const.m_e)
wz = g_perp * const.physical_constants["Bohr magneton in eV/T"][0] * b_tesla
field = drive_v_cm * 1e-7                # V/nm
ev_to_mhz = const.e / const.h / 1e6
omega = np.sqrt(w0**2 + wc**2 / 4)
length = 1 / np.sqrt(mass * omega)
pi2 = mean_pi2(mass, w0, wc)
dip_one = formula_one(one, mass, w0, wc, wz)
dip_exact = flip_dipole(mass, w0, w0, wc, wz, one=one)
dip_both = flip_dipole(mass, w0, w0, wc, wz, one=one, three=three)
dip_three = flip_dipole(mass, w0, w0, wc, wz, three=three)
assert abs(dip_exact / dip_one - 1) < 0.02
assert dip_three < 1e-6 * dip_one
rabi = field * dip_one
rabi_cubic = formula_cubic_rabi(three, field, w0, wc, wz)


def ellipse_three(d):
    return flip_dipole(mass, w0 * (1 + d), w0 * (1 - d), wc, wz, three=three)


dip_ell = ellipse_three(delta)
even_numeric = brentq(lambda d: ellipse_three(d) / dip_one - 1, 0.01, 0.2,
                      xtol=1e-6)
even_simple = 2 * one / (3 * three)
assert abs(even_numeric / even_simple - 1) < 0.3
quartic = 0.02 * w0 / length**4
dip_quartic = flip_dipole(mass, w0, w0, wc, wz, one=one, quartic=quartic,
                          nmax=14)
dip_quartic_three = flip_dipole(mass, w0, w0, wc, wz, three=three,
                                quartic=quartic, nmax=14)
assert dip_quartic_three < 1e-6 * dip_one
swing = field / (mass * w0**2)
thermal = 1 / (1 + np.exp(wz * const.e / (const.k * temperature)))

print("TESTS (hbar = mass = w0 = 1)")
print(f"winding one, wc=0.7 wz=0.3, coupling {weak:.0e}:")
print(f"  dipole, diagonalization     {test_exact:.6e}")
print(f"  dipole, formula             {test_formula:.6e}")
print(f"coupling 0.02, parabolic: three {null_values[0]:.0e},"
      f" one {control_values[0]:.4f}")
print(f"coupling 0.02, +0.1 r^4:  three {null_values[1]:.0e},"
      f" one {control_values[1]:.4f}")
print(f"ellipse 1.1/0.9, three: exact {ell_exact:.5e},"
      f" formula {ell_formula:.5e}")
print(f"time propagation / formula, one      {rabi_one_num/rabi_one_for:.5f}")
print(f"time propagation / formula, three, E=0.25 {cubic_ratio[0]:.5f}")
print(f"time propagation / formula, three, E=0.50 {cubic_ratio[1]:.5f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"in-plane mass                 {mass_ratio:.3f} electron masses")
print(f"confinement quantum           {w0:.4f} eV")
print(f"magnetic field                {b_tesla:.2f} T")
print(f"g factor                      {g_perp:.1f}")
print(f"winding-one coupling          {one:.3f} eV nm^3")
print(f"winding-three coupling        {three:.3f} eV nm^3")
print(f"drive amplitude               {drive_v_cm:.0f} V/cm")
print("EXAMPLE RESULTS")
print(f"cyclotron energy              {wc:.4e} eV")
print(f"Zeeman splitting              {wz:.4e} eV")
print(f"resonance frequency           {wz*ev_to_mhz/1e3:.2f} GHz")
print(f"Omega                         {omega:.5e} eV")
print(f"oscillator length             {length:.2f} nm")
print(f"mean square wave number       {pi2:.4e} nm^-2")
print(f"equivalent linear coupling    {2*one*pi2:.3e} eV nm")
print(f"winding-one dipole, formula   {dip_one:.4e} nm")
print(f"winding-one dipole, exact     {dip_exact:.4e} nm")
print(f"winding-three dipole, exact   {dip_three:.0e} nm")
print(f"Rabi energy, winding one      {rabi:.3e} eV")
print(f"Rabi frequency, winding one   {rabi*ev_to_mhz:.3f} MHz")
print("NEGLECTED EFFECTS")
print(f"both couplings on, dipole     {dip_both:.4e} nm")
print(f"g sign reversed, dipole       "
      f"{formula_one(one, mass, w0, wc, -wz):.4e} nm")
print(f"winding three, third order    {rabi_cubic*ev_to_mhz:.2e} MHz")
print(f"ellipticity delta             {delta:.3f}")
print(f"  winding-three dipole        {dip_ell:.4e} nm")
print(f"  its Rabi frequency          {field*dip_ell*ev_to_mhz:.3f} MHz")
print(f"break-even delta, numerical   {even_numeric:.4f}")
print(f"break-even delta, estimate    {even_simple:.4f}")
print(f"quartic term at r = length    {quartic*length**4:.1e} eV")
print(f"  winding-one dipole          {dip_quartic:.4e} nm")
print(f"  winding-three dipole        {dip_quartic_three:.0e} nm")
print(f"static swing of the dot       {swing:.2f} nm")
print(f"temperature                   {temperature:.2f} K")
print(f"  upper-spin population       {thermal:.1e}")
print(f"heavy-light splitting         {hh_lh:.3f} eV")
print(f"  confinement / splitting     {w0/hh_lh:.4f}")
print("finished without a failed check")
```

Output:

```
TESTS (hbar = mass = w0 = 1)
winding one, wc=0.7 wz=0.3, coupling 1e-04:
  dipole, diagonalization     6.295197e-05
  dipole, formula             6.295198e-05
coupling 0.02, parabolic: three 2e-16, one 0.0125
coupling 0.02, +0.1 r^4:  three 2e-16, one 0.0103
ellipse 1.1/0.9, three: exact 8.03572e-06, formula 8.03571e-06
time propagation / formula, one      1.00002
time propagation / formula, three, E=0.25 1.00000
time propagation / formula, three, E=0.50 1.00000
EXAMPLE INPUTS (rough typical values)
in-plane mass                 0.055 electron masses
confinement quantum           0.0010 eV
magnetic field                0.10 T
g factor                      12.0
winding-one coupling          0.010 eV nm^3
winding-three coupling        0.100 eV nm^3
drive amplitude               50 V/cm
EXAMPLE RESULTS
cyclotron energy              2.1049e-04 eV
Zeeman splitting              6.9461e-05 eV
resonance frequency           16.80 GHz
Omega                         1.00552e-03 eV
oscillator length             37.12 nm
mean square wave number       7.3373e-04 nm^-2
equivalent linear coupling    1.467e-05 eV nm
winding-one dipole, formula   1.0094e-03 nm
winding-one dipole, exact     1.0094e-03 nm
winding-three dipole, exact   3e-16 nm
Rabi energy, winding one      5.047e-09 eV
Rabi frequency, winding one   1.220 MHz
NEGLECTED EFFECTS
both couplings on, dipole     1.0096e-03 nm
g sign reversed, dipole       1.0395e-03 nm
winding three, third order    7.82e-04 MHz
ellipticity delta             0.050
  winding-three dipole        6.9274e-04 nm
  its Rabi frequency          0.838 MHz
break-even delta, numerical   0.0765
break-even delta, estimate    0.0667
quartic term at r = length    2.0e-05 eV
  winding-one dipole          9.6678e-04 nm
  winding-three dipole        1e-14 nm
static swing of the dot       6.93 nm
temperature                   0.10 K
  upper-spin population       3.2e-04
heavy-light splitting         0.070 eV
  confinement / splitting     0.0143
finished without a failed check
```
